# Ratio of {311} defect decay times at two anneal temperatures

**Question**

I am working on an exercise about end-of-range damage in ion-implanted silicon. It says that {311} defects dissolve with an activation energy of 3.6 eV, and asks me to show that their decay time at 670 °C is about 370 times that at 815 °C.

I assumed $\tau\propto e^{E/kT}$ and put in 670 and 815 for the temperatures. That gave a ratio of about $6.6\times10^4$, which is far too large. I also have three doubts about the method:

1. Nobody gives me the prefactor. How can the energy alone be enough?
2. Why should dissolution follow an Arrhenius law with a constant prefactor at all?
3. An interstitial that leaves a defect can be caught again by another one. The decay is then not a simple exponential, so does the ratio still mean anything?

**Answer**

Your formula is the right one, but $T$ in it must be the absolute temperature. The energy is enough for the ratio, provided that the prefactor is the same in both anneals. It is not enough for either time separately.

**The decay time**

A {311} defect is a rod-like cluster of extra silicon atoms, called self-interstitials. Implantation leaves an excess of these atoms, and during an anneal the defects release them again. Let $N(t)$ be the number still held in defects. Suppose first that a released atom never returns, and that each held atom has the same probability $dt/\tau$ of leaving in a short time $dt$. Then

$$
dN=-N\,\frac{dt}{\tau},\qquad \frac{dN}{N}=-\frac{dt}{\tau}.
$$

At a fixed temperature $\tau$ is constant. Integrating from $N_0$ at time zero gives

$$
\ln\frac{N}{N_0}=-\frac{t}{\tau},\qquad N=N_0e^{-t/\tau}.
$$

The decay time $\tau$ is therefore the time after which a fraction $1/e$, or 37 percent, is left.

**Why the rate has an Arrhenius form**

Take the simplest picture of release: an atom of mass $m$ moves along a coordinate $x$, sits in a well with its minimum at $V=0$, and escapes over a barrier of height $E$. Assume classical motion, thermal equilibrium inside the well, and no return after crossing. The probability of position $x$ and momentum $p$ is then proportional to $e^{-p^2/2mkT}e^{-V(x)/kT}$.

The escape rate is the outward flux at the barrier top divided by the population of the well. Outward motion means $p>0$, and the speed is $p/m$:

$$
\frac1\tau=\frac{e^{-E/kT}\displaystyle\int_0^\infty \frac pm\,e^{-p^2/2mkT}dp}{\displaystyle\int_{-\infty}^{\infty}e^{-p^2/2mkT}dp\int_{\rm well}e^{-V/kT}dx}.
$$

The integral in the numerator equals $kT$, because its integrand is the derivative of $-kT\,e^{-p^2/2mkT}$. The momentum integral in the denominator is $\sqrt{2\pi mkT}$. Hence

$$
\frac1\tau=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-E/kT}}{\int_{\rm well}e^{-V/kT}dx}.
$$

Near its minimum the well is approximately harmonic, $V=\tfrac12m\omega^2x^2$. Since $kT\ll E$, the atom is rarely far from the minimum, and the position integral may be extended to infinity. It becomes $\sqrt{2\pi kT/(m\omega^2)}$. The two factors $\sqrt{kT}$ cancel:

$$
\frac1\tau=\frac{\omega}{2\pi}e^{-E/kT},\qquad \tau=\tau_0e^{E/kT},\qquad \tau_0=\frac{2\pi}{\omega}.
$$

So a constant prefactor is a result for classical motion in a harmonic well. A quantum correction for well and barrier frequencies of $10^{13}\ {\rm s^{-1}}$ would lower the ratio found below from 366 to about 364. To see how much a more realistic shape matters, measure $x$ in units of the distance from minimum to barrier top and take $V=E(3x^2-2x^3)$. This has its minimum at $x=0$ and its top, of height $E$, at $x=1$.

For small $kT/E$, expand the cubic part of the Boltzmann factor. The first-order term is odd and integrates to zero. The second-order term multiplies the harmonic integral by

$$
1+\frac12\left(\frac{2E}{kT}\right)^2\langle x^6\rangle
=1+\frac{2E^2}{(kT)^2}\,15\left(\frac{kT}{6E}\right)^3
=1+\frac{5kT}{36E}.
$$

Here $\langle x^6\rangle=15\langle x^2\rangle^3$ for a Gaussian, with $\langle x^2\rangle=kT/6E$. The correction is below one percent at either temperature, and most of it cancels in a ratio. Direct integration over this well gives a ratio of rates of 365.7, against 365.9 for the constant prefactor.

Real dissolution involves more than one coordinate and more than one step. The 3.6 eV should be read as the effective energy of the whole decay, not as the height of one identified barrier.

**The ratio**

Let $T_1$ be the cooler anneal and $T_2$ the hotter one. With the same $E$ and $\tau_0$ in both,

$$
\frac{\tau(T_1)}{\tau(T_2)}
=\frac{\tau_0e^{E/kT_1}}{\tau_0e^{E/kT_2}}
=\exp\left[\frac Ek\left(\frac1{T_1}-\frac1{T_2}\right)\right].
$$

The prefactor has cancelled, which answers your first doubt. The absolute temperatures are $T_1=943.15$ K and $T_2=1088.15$ K, so

$$
\frac1{T_1}-\frac1{T_2}=\frac{T_2-T_1}{T_1T_2}
=\frac{145}{943.15\times1088.15}\ {\rm K^{-1}}
=1.41286\times10^{-4}\ {\rm K^{-1}}.
$$

With $k=8.617333\times10^{-5}$ eV/K, $E/k=41776.3$ K. The exponent is

$$
41776.3\times1.41286\times10^{-4}=5.9024,
$$

and therefore

$$
\frac{\tau(670\,^\circ{\rm C})}{\tau(815\,^\circ{\rm C})}=e^{5.9024}=365.9\approx370.
$$

This is the required result to two figures. A ratio of 370.0 would need $E=3.607$ eV, a difference much finer than the quoted 3.6 eV can resolve.

Your Celsius calculation failed because the offset of 273.15 cancels in $T_2-T_1$ but not in the product $T_1T_2$. The smaller product made the exponent too large.

The exponent can also be written as

$$
\ln\frac{\tau(T_1)}{\tau(T_2)}=\frac{T_2-T_1}{kT_1T_2/E}.
$$

The denominator is about 25 K. It is the temperature step that changes the decay time by a factor $e$ in this range, and 145 K contains 5.9 such steps. The ratio tends to 1 if the two temperatures approach each other, or if $E$ becomes small compared with $kT_1T_2/(T_2-T_1)$.

**From a ratio to actual times**

One time has to be supplied. Choose $\tau=10$ s at 815 °C as a round value. Then at 670 °C

$$
\tau=365.9\times10\ {\rm s}=3659\ {\rm s}\quad(1.02\ {\rm h}).
$$

After a 60 s anneal at 815 °C the fraction left is $e^{-60/10}=0.0025$. After the same 60 s at 670 °C it is $e^{-60/3659}=0.984$. The same anneal length removes nearly all the defects in one case and under 2 percent of the trapped atoms in the other.

The chosen time also fixes the rate prefactor:

$$
\frac1{\tau_0}=\frac{e^{E/kT_2}}{10\ {\rm s}}=4.7\times10^{15}\ {\rm s^{-1}}.
$$

For comparison, the thermal attempt rate $kT_2/h$ is $2.3\times10^{13}\ {\rm s^{-1}}$. If one writes the rate as $(kT/h)e^{S/k}e^{-E/kT}$, the two agree at 815 °C for $S=5.3k$. This $S$ is an effective activation entropy. Its value follows from the chosen 10 s: it would be $4.0k$ for 40 s and $1.2k$ for 600 s, and lower by $k$ if 3.6 eV is the slope of an Arrhenius plot. The calculation does not show whether it comes from one jump or from a sequence of steps. For decay times of seconds to a minute or two, $1/\tau_0$ lies well above a simple vibration frequency. A temperature-independent factor $e^{S/k}$ cancels from the ratio. The factor $T$ in $kT/h$ does not, and its effect is estimated near the end.

**What recapture changes**

Now let released atoms be caught again. Scale $N$ so that $N(0)=1$, and let $I$ be the number of free interstitials in the same units. A free atom is lost to the surface at rate $s$ and captured by defects at rate $bsN$. The number $b$ measures the strength of capture relative to loss. The balances are

$$
\frac{dN}{dt}=-\frac N\tau+bsNI,\qquad
\frac{dI}{dt}=\frac N\tau-bsNI-sI.
$$

Here $\tau$ is the emission time of a held atom. If free atoms are lost or captured much faster than the defects decay, $I$ follows $N$ closely and $dI/dt$ is small compared with the separate terms on its right-hand side. Setting their sum to zero gives

$$
I=\frac{N}{s\tau(1+bN)}.
$$

Adding the two original equations removes emission and capture, leaving $d(N+I)/dt=-sI$. Since $I\ll N$ when $s\tau\gg1$,

$$
\frac{dN}{dt}\approx-sI=-\frac{N}{\tau(1+bN)}.
$$

The loss rate $s$ has dropped out. Faster diffusion carries atoms to the surface sooner, but in this model it also brings them to other defects sooner. Separate the variables and integrate from $N=1$ to a remaining fraction $f$:

$$
\int_1^f\left(\frac1N+b\right)dN=-\frac t\tau,
\qquad \ln f+b(f-1)=-\frac t\tau,
$$

$$
t_f=\tau\left[\ln\frac1f+b(1-f)\right].
$$

For $b=0$ and $f=1/e$ this returns $t_f=\tau$. For $b=5$ and $f=1/e$ the bracket is $1+5(1-0.368)=4.16$, so at 815 °C the time rises from 10 s to 41.6 s. The decay is slower and no longer exponential. Yet the bracket contains no temperature if $b$ is constant, so the ratio of times to the same fraction is still $\tau(T_1)/\tau(T_2)$.

I tested this on the two full equations, without setting $dI/dt$ to zero. The loss rate was $s=100\ {\rm s^{-1}}$ at 815 °C and, with a separate migration energy of 1.0 eV, $19.4\ {\rm s^{-1}}$ at 670 °C. With $b=5$ the ratio of times was 366.0 for $f=1/e$ and 365.9 for $f=0.1$. The very different temperature dependence of $s$ leaves almost no trace, because $s\tau$ is 1000 or more here. For $s\tau=10$ at 815 °C the $1/e$ ratio is 372, and for $s\tau=1$ it is 435.

The argument covers any decay of the form $dN/dt=-g(N)/\tau(T)$, with $g(N)>0$ and the same function $g$ at both temperatures:

$$
t_f=\tau(T)\int_f^1\frac{dN}{g(N)}.
$$

The integral is common to both anneals and cancels. This requires the same implant and the same starting defects, since $b$ depends on the number of defects and on their distance from the surface.

The result changes if $b$ depends on temperature. Suppose $b=b_0e^{\epsilon/kT}$ and recapture is strong, so that $b(1-f)\gg\ln(1/f)$. Then

$$
t_f\approx \tau b(1-f)=\tau_0b_0(1-f)e^{(E+\epsilon)/kT}.
$$

In this limit the activation energy of the observed decay is $E+\epsilon$. For moderate $b$ it lies between $E$ and $E+\epsilon$ and depends on $f$: with $E=3.1$ eV, $\epsilon=0.5$ eV and $b=5$ at 815 °C, it is 3.51 eV for $f=1/e$ and 3.47 eV for $f=0.1$. If the 3.6 eV was obtained from the observed decay, it already stands for this sum, and the ratio of 366 applies to the observed times.

**How firm is the number?**

Temperature errors of opposite sign in the two anneals are among the larger effects; which effect is largest depends on the error sizes, ramp rate and defect population assumed. An equal offset in both matters much less: $+5$ K or $-5$ K in both gives 345 or 388. From $\ln\tau=\ln\tau_0+E/kT$,

$$
\frac{d\ln\tau}{dT}=-\frac{E}{kT^2}.
$$

An error of 5 K changes $\tau$ by roughly 23 percent at 670 °C and 18 percent at 815 °C, to first order. If the cool anneal is 5 K too hot and the hot one 5 K too cold, the ratio falls to 243. With both errors reversed it rises to 552. An error of 0.1 eV in $E$, with the temperatures held fixed, gives 311 or 431.

Heating and cooling also take time. For a linear ramp at rate $r$ ending at hold temperature $T_h$, the equivalent time at $T_h$ is

$$
t_{\rm ramp}=\frac1r\int^{T_h}\exp\left[-\frac Ek\left(\frac1T-\frac1{T_h}\right)\right]dT
\approx\frac1r\int_0^\infty e^{-Eu/kT_h^2}du=\frac{kT_h^2}{Er}.
$$

Here $u=T_h-T$, and the approximation uses $1/T-1/T_h\approx u/T_h^2$. At $r=50$ K/s and 815 °C it gives 0.57 s; the full integral, started 500 K below the hold, gives 0.54 s. The approximation is slightly high because the true difference, $u/(TT_h)$, exceeds $u/T_h^2$.

One ramp up and one down thus count as 1.08 s at 815 °C. To leave a fraction $1/e$, the hold itself must last only about 8.9 s. At 670 °C the two ramps count as 0.8 s out of 3659 s, which is negligible. The ratio of hold times, with the same ramp rate in both anneals, is therefore 410 although the ratio of decay times is still 366. It grows quickly for slower ramps: about 500 at 20 K/s and about 790 at 10 K/s.

The prefactor may also vary with temperature. Let the rate be proportional to $Te^{-E'/kT}$. If $E'=3.6$ eV, the ratio gains a factor $T_2/T_1$ and becomes 422. But suppose instead that 3.6 eV is the slope of a plot of $\ln\tau$ against $\beta=1/kT$. Since $-\ln T=\ln\beta+{\rm constant}$,

$$
\frac{d\ln\tau}{d\beta}=\frac{d}{d\beta}\left(\ln\beta+\beta E'\right)=kT+E'.
$$

The energy in the exponential is then lower than the slope by $kT$. Taking $kT$ at the geometric mean of the two temperatures brings the ratio back to 365.9. It matters, then, how the quoted energy was defined.

Finally, defects need not all have the same emission energy. I took a Gaussian spread with standard deviation 0.1 eV around 3.6 eV and the same $\tau_0$ for all. The ratio of the times at which the average falls to $1/e$ is then 376. The simple scaling fails here because an energy shift $\delta$ changes an emission time by $e^{\delta/kT}$, so the shape of the average decay depends on temperature. The ratio then also depends on which remaining fraction is used to define the time: it is 330 for $f=0.8$ and 428 for $f=0.1$. Recapture strengthens this effect, because released atoms collect in the more stable defects. With the same spread and capture proportional to the atoms each class holds, the $1/e$ ratio is about 490 for $b=5$ and 720 for $b=20$. The result that recapture leaves the ratio unchanged therefore holds only for a single emission energy. Real {311} defects have a range of sizes and coarsen during the anneal, so for them 3.6 eV has to be read as the energy of the observed decay.

**Comparison with real silicon anneals**

Decay times of seconds to minutes near 800 °C and of hours near 670 °C are the rough scale for {311} defects in implanted silicon, so the 10 s and 1 h of this example are plausible. They are not measurements. A ramp of 50 K/s is a rough value for lamp heating; a conventional furnace is far slower. Real rapid anneals break the assumption of constant temperature, which moved the hold-time ratio from 366 to 410 here. With a ramp of 3 K/s, heating alone would count as about 9 s at 815 °C, so a decay with τ = 10 s would be well advanced before the hold began. At high implant doses, some defects can also turn into more stable dislocation loops. A single decay time does not describe that case, and I have not estimated its effect.

For the exercise, state that both anneals are isothermal, start from the same defects, and share one activation energy and prefactor. The ratio then follows from the absolute temperatures. The numerical output below gives the values in more detail.

## Computed results

```
activation energy: 3.6 eV
Boltzmann constant: 8.617333e-05 eV/K
cooler anneal: 670 C = 943.15 K
hotter anneal: 815 C = 1088.15 K
E/k: 41776.3 K
1/T1 - 1/T2: 1.41286e-04 1/K
exponent: 5.9024 (no unit)
decay-time ratio: 365.9 (no unit)
energy giving ratio 370: 3.607 eV
wrong ratio from Celsius: 6.57e+04 (no unit)
ratio from barrier flux: 365.7 (no unit)
chosen decay time at 815 C: 10.0 s
decay time at 670 C: 3659 s = 1.02 h
anneal length for fractions left: 60 s
fraction left at 815 C: 0.00248 (no unit)
fraction left at 670 C: 0.9837 (no unit)
rate prefactor 1/tau0: 4.71e+15 1/s
attempt rate kT/h at 815 C: 2.27e+13 1/s
entropy needed: 5.34 k
recapture strength b: 5.0 (no unit)
surface loss rate at 815 C: 100.0 1/s
surface loss rate at 670 C: 19.4 1/s
migration energy in loss rate: 1.0 eV
b=0, fraction 0.368: time at 815 C 10.00 s, ratio 365.9
b=0, fraction 0.100: time at 815 C 23.03 s, ratio 365.9
b=5, fraction 0.368: time at 815 C 41.60 s, ratio 366.0
b=5, fraction 0.100: time at 815 C 68.02 s, ratio 365.9
temperature error in each anneal: 5 K
ratio range, opposite errors: 243 to 552
activation-energy error: 0.1 eV
ratio range, energy error: 311 to 431
ramp rate: 50 K/s
equivalent hold of one ramp, 815 C: 0.539 s
estimate kT^2/(E ramp rate), 815 C: 0.567 s
equivalent hold of one ramp, 670 C: 0.408 s
ratio of hold times with two ramps: 410.1 (no unit)
ratio, prefactor ~ T, E in exponential: 422.2
ratio, prefactor ~ T, E as plot slope: 365.9
standard deviation of emission energy: 0.1 eV
ratio with energy spread: 376.3 (no unit)
```
